# Viscous Plateau and Frozen-In Stress of an Oxide Film During Cooling

A 1 µm oxide film on a silicon wafer, cooled from 1150 °C at 1 K/min with the parameters given below, carries a calculated in-plane stress of −88 MPa when it passes 1000 K. The steady viscous law, stress equal to six viscosities times strain rate, gives −8.9 × 10⁶ MPa at the same temperature. At 1400 K the two agree to about 5%. The law is correct for steady flow, but the cooling film stops flowing steadily. What the viscosity then determines is the temperature below which elastic stress is stored, and this sets the residual stress.

## 1. The factor six

The film lies in the $x$-$y$ plane. It is thin, its upper surface is free, and both in-plane directions are stretched at the same rate $r$. Tension is positive and strains are small. Away from the film edges the stress is uniform through the thickness, so the free surface requires $\sigma_{zz}=0$ throughout.

An incompressible Newtonian liquid of shear viscosity $\eta$ obeys

$$\sigma_{ij}=-p\,\delta_{ij}+2\eta\,r_{ij},\qquad r_{xx}+r_{yy}+r_{zz}=0 .$$

The second relation gives $r_{zz}=-2r$: the film thins twice as fast as it stretches in either direction. The pressure $p$ follows from the free surface,

$$0=\sigma_{zz}=-p-4\eta r\quad\Rightarrow\quad p=-4\eta r ,$$

and the in-plane stress $\sigma=\sigma_{xx}=\sigma_{yy}$ is

$$\sigma=-p+2\eta r=4\eta r+2\eta r=6\eta r. \tag{1}$$

Two of the six units come from in-plane flow and four from the pressure that keeps the surface free of stress. The energy balance agrees: the in-plane stresses do work at the rate $2\sigma r$ per volume, and the dissipation is $2\eta(r^2+r^2+4r^2)=12\eta r^2$.

Incompressibility is essential to the number. With a finite bulk viscosity $\zeta$, set $\lambda_v=\zeta-2\eta/3$, so that $\sigma_{ij}=\lambda_v r_{kk}\delta_{ij}+2\eta r_{ij}$, where $r_{kk}$ is the sum of the three normal rates. The free surface now gives

$$r_{zz}=-\frac{2\lambda_v r}{\lambda_v+2\eta},\qquad r_{kk}=2r+r_{zz}=\frac{4\eta r}{\lambda_v+2\eta},$$

$$\sigma=\lambda_v r_{kk}+2\eta r=2\eta r\,\frac{3\lambda_v+2\eta}{\lambda_v+2\eta}=\frac{18\,\eta\zeta}{3\zeta+4\eta}\,r ,$$

since $3\lambda_v+2\eta=3\zeta$ and $\lambda_v+2\eta=\zeta+4\eta/3$. The factor is six for $\zeta\gg\eta$, and 2.57 for $\zeta=\eta$.

## 2. Approach to the plateau

A purely viscous film has the stress (1) as soon as it is strained. A film that *reaches* it also has elasticity. Take a Maxwell solid: the elastic and viscous strains add, and the viscous part conserves volume.

With Young modulus $E$ and Poisson ratio $\nu$, the in-plane elastic strain is $(\sigma-\nu\sigma)/E=\sigma/M$, where $M=E/(1-\nu)$ is the biaxial modulus. Viscous flow is driven by the deviatoric stress. The mean stress is $2\sigma/3$, so the in-plane deviatoric stress is $\sigma/3$ and the viscous strain rate is $(\sigma/3)/(2\eta)=\sigma/(6\eta)$. Adding the two rates gives

$$r=\frac{1}{M}\frac{d\sigma}{dt}+\frac{\sigma}{6\eta}. \tag{2}$$

For constant $r$ and $\eta$ and zero initial stress the solution is

$$\sigma(t)=6\eta r\left(1-e^{-t/\tau}\right),\qquad \tau=\frac{6\eta}{M}. \tag{3}$$

The elastic response may be compressible. It enters $M$ and hence $\tau$, but not the plateau, where the elastic strain no longer changes.

For the oxide take $E=70$ GPa and $\nu=0.17$, so $M=84.3$ GPa. With $\eta=10^{14}$ Pa s, $\tau=6\times10^{14}/(8.434\times10^{10})=7114$ s. At $r=-5.83\times10^{-8}$ s⁻¹ the plateau is $-35.0$ MPa. Integrating the three-dimensional Maxwell equations, with the thickness strain rate left free, gives $-22.1$ MPa after one $\tau$, $-33.3$ MPa after three and $-35.0$ MPa after fifteen, as (3) requires. Even at this fixed viscosity the film needs hours to reach its plateau.

## 3. Cooling on a wafer

Let the temperature fall at the constant rate $q=-dT/dt>0$. The film is bonded to a much thicker wafer and must follow its contraction. With expansion coefficients $\alpha_f$ (film) and $\alpha_s$ (wafer), both constant here,

$$\alpha_s\frac{dT}{dt}=\alpha_f\frac{dT}{dt}+r\quad\Rightarrow\quad r=-\Delta\alpha\,q,\qquad \Delta\alpha=\alpha_s-\alpha_f. \tag{4}$$

Silicon contracts more than oxide, so $\Delta\alpha>0$ and the oxide is compressed. For $\alpha_s=4.0$ and $\alpha_f=0.5$ ppm/K at 1 K/min, $r=-3.5\times10^{-6}/60=-5.83\times10^{-8}$ s⁻¹, the rate used above.

Replace time by temperature in (2), using $d\sigma/dt=-q\,d\sigma/dT$, and multiply by $-M/q$:

$$\frac{d\sigma}{dT}=M\Delta\alpha+\lambda(T)\,\sigma,\qquad \lambda(T)=\frac{M}{6\eta(T)\,q}=\frac{1}{\tau(T)\,q}. \tag{5}$$

Let $\Lambda(T)$ be an integral of $\lambda$. Multiplying (5) by $e^{-\Lambda}$ gives $d(\sigma e^{-\Lambda})/dT=M\Delta\alpha\,e^{-\Lambda}$. Integrating from $T$ up to the starting temperature $T_0$ and solving for $\sigma(T)$,

$$\sigma(T)=\sigma(T_0)\,e^{-[\Lambda(T_0)-\Lambda(T)]}-M\Delta\alpha\int_T^{T_0}e^{-[\Lambda(T')-\Lambda(T)]}\,dT'. \tag{6}$$

The exponential in the integral is the fraction of the stress created at $T'$ that survives to $T$. Two limits follow.

- If $\lambda$ is negligible throughout, nothing relaxes and a film free of stress at the start ends at $-M\Delta\alpha(T_0-T_{room})$. The integrand never exceeds one, so this is the largest compression that a stress-free start can give. Here it is $0.2952\ \text{MPa/K}\times1125\ \text{K}=332$ MPa.
- If $\Lambda(T_0)-\Lambda(T)\gg1$, the initial stress is forgotten. In the example, starting with $-300$ MPa instead of zero changes the final stress by less than 1 kPa.

Viscosity and cooling rate enter (5) only as the product $\eta q$. For given start and end temperatures, a tenfold lower viscosity and a tenfold slower ramp therefore give the same residual stress.

## 4. Where the stress freezes in

Let the viscosity follow an Arrhenius law with activation energy $Q$,

$$\eta(T)=\eta_r\exp\!\left[\frac{Q}{k}\left(\frac1T-\frac1{T_r}\right)\right].$$

Then $d\ln\lambda/dT=Q/(kT^2)$: the relaxation rate changes by a factor $e$ over about $kT^2/Q$. Define the freezing temperature $T^*$ and the width $w$ together by

$$w=\frac{kT^{*2}}{Q},\qquad 6\eta(T^*)\,q=M\,w. \tag{7}$$

Equivalently $\lambda(T^*)=1/w$, or $\tau(T^*)=w/q$: at $T^*$ the relaxation time equals the time needed to cool through $w$.

To leading order in $w/T^*$ the relaxation rate is exponential, $\lambda\simeq w^{-1}e^{(T-T^*)/w}$, and $\Lambda=e^{(T-T^*)/w}$. Write $u=e^{(T-T^*)/w}$ and $v=e^{(T'-T^*)/w}$, so $dT'=w\,dv/v$. For a start far enough above $T^*$ the upper limit may be taken to infinity, and (6) becomes

$$\sigma(T)=-M\Delta\alpha\,w\,e^{u}\int_u^\infty\frac{e^{-v}}{v}\,dv=-M\Delta\alpha\,w\,e^{u}E_1(u), \tag{8}$$

where $E_1$ is the exponential integral.

**Hot side, $u\gg1$.** Here $e^uE_1(u)\simeq(1/u)(1-1/u)$. The first term gives $\sigma\simeq-M\Delta\alpha\,w/u=-M\Delta\alpha/\lambda=-6\eta q\Delta\alpha=6\eta r$, the plateau (1). The second says that the stress lags behind a plateau that grows as the film cools.

**At $T^*$, $u=1$.** The stress is $e\,E_1(1)=0.596$ of the plateau. Integration with the full Arrhenius viscosity gives 0.600.

**Cold side, $u\ll1$.** Integrate by parts:

$$E_1(u)=-e^{-u}\ln u+\int_u^\infty e^{-v}\ln v\,dv\;\to\;-\ln u-\gamma ,$$

because $\int_0^\infty e^{-v}\ln v\,dv=-\gamma$, with Euler's constant $\gamma=0.577$. Since $\ln u=(T-T^*)/w$,

$$\sigma(T)\to-M\Delta\alpha\,(T_F-T),\qquad T_F=T^*-\gamma w . \tag{9}$$

The cold film behaves as if it had been free of stress at $T_F$ and elastic below it. $T_F$ is an extrapolated temperature; the real film already carries some stress there.

## 5. Correction for the Arrhenius curve

The exponential form of $\lambda$ ignores the curvature of the Arrhenius law. Put $T=T^*+wy$ and $\delta=w/T^*=kT^*/Q$. Then

$$w\lambda=\exp\!\left[\frac1\delta\left(1-\frac1{1+\delta y}\right)\right]=\exp\!\left[\frac{y}{1+\delta y}\right]\simeq e^{y}(1-\delta y^2).$$

Integrating over $y$ from far below,

$$\Lambda\simeq e^{y}-\delta\,e^{y}(y^2-2y+2),$$

$$e^{-\Lambda}\simeq e^{-e^{y}}\left[1+\delta\,e^{y}(y^2-2y+2)\right].$$

The extra term raises the integral in (6), and hence $T_F$. With $v=e^y$ the increase is

$$w\delta\int_0^\infty e^{-v}\left(\ln^2v-2\ln v+2\right)dv=c\,\frac{w^2}{T^*},$$

$$c=\gamma^2+\frac{\pi^2}{6}+2\gamma+2=5.13,$$

where $\int_0^\infty e^{-v}\ln^2v\,dv=\gamma^2+\pi^2/6$. Extrapolating the integral for the full Arrhenius law to small $\delta$ also gives $c=5.13$. The result to implement is

$$\sigma_{res}=-M\Delta\alpha\,(T_F-T_{room}),\qquad T_F=T^*-\gamma w+c\,\frac{w^2}{T^*}. \tag{10}$$

It needs $w\ll T^*$, a start hot enough to erase earlier stress, and an end cold enough for relaxation to have stopped. The next term is of order $w^3/T^{*2}$.

## 6. Numbers for the oxide film

The viscosity is $10^{14}$ Pa s at 1000 °C with $Q=5.0$ eV. Solving (7) gives $T^*=1313.0$ K (1040 °C) and $w=29.7$ K. The relaxation time there is $29.71\ \text{K}\times60\ \text{s/K}=1783$ s. Then

$$T_F=1313.0-17.2+3.5=1299.3\ \text{K},$$

$$\sigma_{res}=-0.2952\ \text{MPa/K}\times(1299.3-298.15)\ \text{K}=-295.5\ \text{MPa}.$$

Integrating the three-dimensional equations through the whole ramp gives $T_F=1298.9$ K and $-295.4$ MPa. The 0.4 K difference is about 25 times $w^3/T^{*2}=0.015$ K, so the series has large coefficients and $w/T^*$, here 0.023, must be truly small.

| $T$ (K) | $6\eta r$ (MPa) | $\sigma$ (MPa) |
|---|---|---|
| 1400 | −0.563 | −0.535 |
| 1350 | −2.61 | −2.12 |
| 1313 | −8.77 | −5.26 |
| 1273 | −35.0 | −11.6 |
| 1200 | −563 | −29.7 |
| 1000 | −8.9 × 10⁶ | −88.2 |

From 1313 K to 1000 K the plateau grows by a factor of a million while the stress grows seventeenfold. At 1000 K the stress lies on the elastic line: $-0.2952\times(1298.9-1000)=-88.2$ MPa. At 1200 K that line gives $-29.2$ MPa, and the film carries 0.5 MPa more compression, because a little relaxation is still to come.

The dependence on cooling rate is logarithmic. Taking the logarithm of (7) and differentiating, with $d\ln\eta=-dT^*/w$ and $d\ln w=2\,dT^*/T^*$,

$$\frac{dT^*}{d\ln q}=\frac{w}{1+2w/T^*}. \tag{11}$$

Cooling ten times more slowly, all else fixed, lowers $T^*$ by 62 K to 1250.6 K. The slope at 1 K/min alone would give 65 K, but $w$ shrinks on the way down. The residual stress becomes $-277.3$ MPa, a reduction of 6%. Slow cooling helps weakly: it lowers $T_F$ by only about 61 K, and the film still cools elastically through some 940 K below it.

## 7. Wafer bow

Let $z$ be measured from the wafer's mid-plane towards the film, and let the wafer stress be $M_s(\varepsilon_0+\kappa z)$, with biaxial modulus $M_s$, mid-plane strain $\varepsilon_0$ and curvature $\kappa$. The film, of thickness $h_f\ll h_s$, acts at $z\simeq h_s/2$. With no external force or moment,

$$M_s\varepsilon_0h_s+\sigma_{res}h_f=0,\qquad M_s\kappa\frac{h_s^3}{12}+\sigma_{res}h_f\frac{h_s}{2}=0,$$

$$\kappa=-\frac{6\,\sigma_{res}h_f}{M_sh_s^2}. \tag{12}$$

A compressed film gives $\kappa>0$: the film side is stretched and convex. The wafer stress beneath the film is $M_s(\varepsilon_0+\kappa h_s/2)=-(1+3)\,\sigma_{res}h_f/h_s$.

For $h_f=1$ µm, $h_s=725$ µm and $M_s=180$ GPa, the value for a (100) wafer, $\kappa=0.0187$ m⁻¹. Over a radius $a=100$ mm the bow is $\kappa a^2/2=94$ µm, and the wafer stress at the film is 1.6 MPa. A balance that keeps the finite film thickness and stiffness changes the curvature by about 0.1%. These values assume an initially flat wafer with oxide on one side. Equal films on both faces cancel the moment, so for a furnace oxide the bow appears once the back film is removed.

## 8. Real oxides and neglected effects

The parameters are rough typical values for thermal oxide on silicon, and the calculated stress is close to the rough 300 MPa of compression usual for such films at room temperature. This agreement is a weak test of the viscous model, since the result stays between $-246$ and $-329$ MPa when the viscosity is varied from $10^{-3}$ to $10^{2}$ times its value. For a ramp that starts at 900 to 1000 °C, below $T^*$, (10) does not apply and growth stress is largely kept: from 1000 °C the model gives $-286$ MPa for a stress-free start and $-526$ MPa for a start at $-300$ MPa. The ramp of 1 K/min is slow for a production furnace, and 1150 °C is at the hot end of oxidation. The least certain input is viscosity, which depends strongly on water content. With a stress-free start and the same ramp, a tenfold higher viscosity gives $-315$ MPa and a tenfold lower one $-277$ MPa. At the higher viscosity the start is no longer hot enough to erase earlier stress: a film that begins at $-300$ MPa ends at $-325$ MPa. Real silicon also breaks the assumption of constant expansion. With rough values of 2.6, 3.7, 4.1 and 4.4 ppm/K at 300, 600, 900 and 1300 K, joined by straight lines, the stress is $-280$ MPa, 5% smaller in magnitude than with constant 4.0 ppm/K. This coarse table overstates the effect, because the straight lines lie below the curved expansion data; a smooth fit to measured silicon expansion gives about $-290$ MPa, 2% smaller.

Two other effects are small here. Elastic compliance of the wafer reduces the compression by about 0.7 MPa: scaling the final stress elastically gives 0.76 MPa, and the slightly longer relaxation time raises $T_F$ and returns 0.02 MPa of it. Stress-dependent (Eyring) flow multiplies $\eta$ by $x/\sinh x$, with $x=|\sigma|V/(2\sqrt3\,kT)$; for a rough activation volume $V=0.3$ nm³ the residual stress changes by 0.01 MPa. At $T^*$ the stress is only 5 MPa, so $x\simeq0.025$ and the viscosity falls by $x^2/6$, about one part in $10^4$.

The model has a single relaxation time at each temperature. It omits structural relaxation of the glass, the change of modulus with temperature, and the edges of patterned films, where the strain is no longer equibiaxial. Their effect on the stress is not estimated here.

## 9. Use in a process simulator

For a single ramp that meets the conditions of (10), solve (7) by iterating

$$\frac1{T^*}=\frac1{T_r}+\frac kQ\ln\frac{M\,w}{6\eta_r q},\qquad w=\frac{kT^{*2}}{Q},$$

starting from $T^*=T_r$. For a general thermal history, integrate (2). Holding $\eta$ and $r$ constant over a step $\Delta t$, with $s=\Delta t/\tau$, its solution is

$$\sigma_{n+1}=\sigma_n e^{-s}+M r\,\Delta t\,\frac{1-e^{-s}}{s}. \tag{13}$$

The last term equals $6\eta r(1-e^{-s})$, but this form stays finite if the viscosity overflows at low temperature. Compute $1-e^{-s}$ with a function made for small arguments, and replace the fraction by 1 when $s$ underflows to zero. For $s\gg1$ the update returns the plateau $6\eta r$; for $s\ll1$ it adds the elastic increment $Mr\,\Delta t$. The temperature change per step must be small compared with $kT^2/Q$, about 30 K near freezing in this example, because $\eta$ is held constant within the step. Evaluate $\eta$ at the mid-step temperature: the error in the residual stress is then 0.1 MPa for 15 K steps and 0.01 MPa for 5 K steps, against 2.3 and 0.75 MPa when $\eta$ is taken at the start of the step.

The full set of values is in the numerical output below.

## Calculated quantities

```
film Young modulus 70 GPa, Poisson ratio 0.17
film biaxial modulus M = 84.34 GPa
expansion: film 0.5, wafer 4.0 ppm/K
viscosity at 1273.15 K = 1.0e+14 Pa s
activation energy = 5.0 eV
start 1423.15 K, room 298.15 K
cooling rate = 1.0 K/min = 0.01667 K/s
mismatch strain rate = -5.833e-08 1/s
stress/(eta*rate), incompressible = 6
same, bulk viscosity equal to shear = 2.5714
constant rate, viscosity held at the reference value:
  tau = 7114 s, plateau = -35.00 MPa
  stress after 1 tau = -22.124 MPa
  stress after 3 tau = -33.257 MPa
  stress after 15 tau = -35.000 MPa
cooling: T (K), viscosity (Pa s), plateau (MPa), stress (MPa)
  1400.0  1.609e+12  -0.5633  -0.535
  1350.0  7.469e+12  -2.614  -2.120
  1313.0  2.506e+13  -8.771  -5.259
  1273.2  1.000e+14  -35  -11.575
  1200.0  1.609e+15  -563.1  -29.658
  1000.0  2.549e+19  -8.921e+06  -88.241
T_star = 1313.02 K = 1039.9 C
w = 29.71 K, w/T_star = 0.0226
tau at T_star = 1783 s
stress/plateau at T_star: integrated 0.5997
  formula e*E1(1) = 0.5963
c: formula 5.1325, memory integral 5.1310
gamma*w = 17.15 K, c*w^2/T_star = 3.45 K
T_F: formula 1299.32 K, integrated 1298.94 K
residual stress, formula = -295.53 MPa
residual stress, integrated = -295.41 MPa
at 0.1 K/min: T_star = 1250.61 K
  T_F: formula 1238.04 K, integrated 1237.72 K
  residual stress = -277.34 MPa
film 1.0 um, wafer 725 um thick
wafer radius 100 mm, biaxial modulus 180 GPa
curvature: thin-film 0.01873 1/m, two-layer 0.01871 1/m
bow = 93.7 um, wafer stress at film = 1.63 MPa
neglected effects, residual stress or its change:
  viscosity x10: -315.25 MPa, x0.1: -277.34 MPa
  Eyring flow, 0.3 nm^3: change 0.009 MPa
  silicon expansion varying with T: -279.58 MPa
  wafer compliance: change 0.763 MPa
  initial stress -300 MPa: change 2.0e-01 Pa
```
